# One Electron Between Two Nuclei: Exact and LDA Charge Transfer

## Problem

One electron moves in the field of a proton at site A and a nucleus of variable charge $Z$ at site B, a large distance $R$ away. Let $q$ be the fraction of the electron on B. Both nuclei are fixed, and Hartree atomic units are used.

1. At which $Z$ does the exact ground-state density change sites, and how wide is the change at finite $R$?
2. In the local density approximation (LDA), over what interval of $Z$ is the electron divided between the sites when $R\to\infty$? How does the transfer begin and end?

The LDA is taken in its spin-polarized form, with one occupied orbital. For a fully polarized density $n$ its exchange energy is
$$E_x=-\tfrac34\left(\tfrac{6}{\pi}\right)^{1/3}\int n^{4/3}\,d^3r .$$
Correlation is left out at first and restored at the end. For the hand calculation each site carries a 1s cloud with an adjustable exponent.

"Width" in question 2 means the length of the $Z$ interval in which the lowest LDA energy lies at $0<q<1$. The exact step has tails, so the two theories are compared through the quarter width, the change of $Z$ that takes $q$ from $1/4$ to $3/4$.

## First estimate by scaling

Put charge $q$ into the cloud $n=q\,(\zeta^3/\pi)e^{-2\zeta r}$. Shrinking a cloud by a factor $\zeta$ multiplies its kinetic energy by $\zeta^2$ and its Coulomb and local-exchange energies by $\zeta$. Two constants are needed.

**Hartree energy.** The potential of the cloud is
$$v(r)=\frac{q}{r}\left[1-(1+\zeta r)e^{-2\zeta r}\right].$$
It is finite at the origin, tends to $q/r$ far away, and satisfies $(rv)''=-4q\zeta^3re^{-2\zeta r}=-4\pi rn$, which is Poisson's equation. Hence
$$\frac12\int nv\,d^3r=2q^2\zeta^3\int_0^\infty\! r\left[e^{-2\zeta r}-(1+\zeta r)e^{-4\zeta r}\right]dr .$$
The three integrals give
$$2q^2\zeta\left(\tfrac14-\tfrac1{16}-\tfrac1{32}\right)=J\zeta q^2,\qquad J=\tfrac5{16}=0.3125 .$$

**Exchange energy.** Here
$$\int n^{4/3}d^3r=\frac{q^{4/3}\zeta^4}{\pi^{4/3}}\,4\pi\,\frac{2}{(8\zeta/3)^3}=\frac{27}{64}\,\pi^{-1/3}\zeta q^{4/3},$$
so $E_x=-K\zeta q^{4/3}$ with $K=\frac{81}{256}\,6^{1/3}\pi^{-2/3}=0.2680$.

A single electron does not repel itself, but in the LDA the sum $\zeta(Jq^2-Kq^{4/3})$ remains. At $\zeta=1$, its derivative at $q=1$ is
$$2J-\tfrac43K=0.625-0.357=0.268 .$$
This is the energy per unit charge regained when charge starts to leave a full site. Entering the empty site costs no self-repulsion at first.

The cost of moving to the weaker nucleus is $(1-Z^2)/2\approx1-Z$ near $Z=1$. Transfer should therefore begin near $1-Z=0.27$ and, by the same argument from the other side, end near $Z-1=0.27$. The estimated LDA width is $0.54$.

In the exact problem this false repulsion is absent, and tunnelling alone can smear the step. The product of two orbitals $e^{-r_A}$ and $e^{-r_B}$ is about $e^{-R}$ all along the line of length $R$ between the nuclei. This suggests a width of order $Re^{-R}$.

## Exact solution: the true electron

When tunnelling is neglected, the electron has energy $E_A=-\frac12-Z/R$ on A and $E_B=-\frac12Z^2-1/R$ on B. The nuclear repulsion is common to both states. The difference is
$$\delta=E_A-E_B=\frac{Z^2-1}{2}-\frac{Z-1}{R}=(Z-1)\left[\frac{Z+1}{2}-\frac1R\right].$$
At large $R$ the bracket is positive, so the electron sits on A for $Z<1$ and on B for $Z>1$. At $Z=1$ mirror symmetry fixes $q=1/2$ for any finite $R$, so the centre of the step does not drift.

Let $\Delta$ be the splitting of the two lowest states at $Z=1$. For the state $(\cos\theta,\sin\theta)$ on (A, B), the energy relative to the mean of $E_A$ and $E_B$ is
$$\tfrac12\delta\cos2\theta-\tfrac12\Delta\sin2\theta .$$
Its minimum has $\cos2\theta=-\delta/\sqrt{\delta^2+\Delta^2}$. Since $q=\sin^2\theta=\frac12(1-\cos2\theta)$,
$$q=\frac12\left[1+\frac{\delta}{\sqrt{\delta^2+\Delta^2}}\right].$$
The value $q=3/4$ requires $4\delta^2=\delta^2+\Delta^2$, or $\delta=\Delta/\sqrt3$, and $q=1/4$ requires the opposite sign. Near $Z=1$, $\delta\approx(Z-1)(1-1/R)$. The quarter width is therefore
$$w_{\rm exact}\approx\frac{2\Delta}{\sqrt3\,(1-1/R)} .$$

As $R\to\infty$ the splitting vanishes and the energy becomes $(1-q)E_A+qE_B$, a straight line in $q$. A straight line has its minimum at an end unless it is level, which is why the density jumps.

## Exact solution: the LDA model

**Energy of one site.** For nuclear charge $Z$,
$$E=\tfrac12q\zeta^2-q\zeta\left(Z-Jq+Kq^{1/3}\right).$$
Setting $\partial E/\partial\zeta=0$ gives
$$\zeta=Z-Jq+Kq^{1/3},\qquad E_Z(q)=-\tfrac12q\zeta^2 .$$

**Its slope.** Because $E$ is stationary in $\zeta$, $\mu_Z=dE_Z/dq$ can be taken at fixed $\zeta$:
$$\mu_Z=\tfrac12\zeta^2-Z\zeta+\zeta\left(2Jq-\tfrac43Kq^{1/3}\right).$$
Inserting $Z=\zeta+Jq-Kq^{1/3}$ gives
$$\mu_Z(q)=-\tfrac12\zeta^2+b\zeta,\qquad b=Jq-\tfrac13Kq^{1/3}.$$

**Two sites.** For clouds that do not overlap, the terms in $1/R$ are the nuclear repulsion, the cloud repulsion and the two cross attractions:
$$\frac{Z+q(1-q)-(1-q)Z-q}{R}=\frac{q(Z-q)}{R}.$$
This is the repulsion of the net charges $q$ and $Z-q$. The total energy is
$$F(q)=E_1(1-q)+E_Z(q)+\frac{q(Z-q)}{R}.$$

**Transfer curve.** At $R\to\infty$ an interior minimum needs $\mu_Z(q)=\mu_1(1-q)$. This is the quadratic $\frac12\zeta^2-b\zeta+\mu_1(1-q)=0$. Since $\mu_1<0$, it has one positive root, $\zeta=b+\sqrt{b^2-2\mu_1(1-q)}$. Adding $Jq-Kq^{1/3}$ to recover $Z$ gives
$$Z(q)=2Jq-\tfrac43Kq^{1/3}+\sqrt{b^2-2\mu_1(1-q)} .$$

| $q$ | 0.10 | 0.25 | 0.50 | 0.75 | 0.90 |
|---|---|---|---|---|---|
| $Z$ | 0.655 | 0.774 | 1.000 | 1.224 | 1.338 |

**The ends.** It is tempting to take $Z(0)$ and $Z(1)$ as the limits of the transfer. For the proton, $\mu_1(1)=-0.2433$, so $Z(0)=\sqrt{2\times0.2433}=0.698$. At the other end, $Z(1)=1.292$. The resulting width is $0.595$.

These are not the limits. Expanding $E_Z=-\frac12q(Z+Kq^{1/3}-Jq)^2$ at small $q$ gives
$$F(q)-F(0)=s\,q-ZKq^{4/3}+\dots,\qquad s=-\mu_1(1)-\tfrac12Z^2 .$$
At $Z=Z(0)$ the linear term vanishes while the exchange term is negative, so a fractional state has already won. For slightly smaller $Z$, $s>0$ makes $q=0$ a local minimum, but a lower minimum can lie at finite $q$. The true edge is the tie
$$F(q_0)=F(0),\qquad F'(q_0)=0 .$$
Equivalently, the minimum over $q>0$ of $[F(q)-F(0)]/q$ is zero. The upper edge follows in the same way from $q=1$, where the nearly empty proton supplies the term $-K(1-q)^{4/3}$.

A one-dimensional minimization inside a root search gives
$$Z_-=0.630,\qquad Z_+=1.360,\qquad W=Z_+-Z_-=0.730 .$$
At $Z_-$ the fraction on B jumps from 0 to $0.055$. At $Z_+$ the last $0.058$ leaves the proton at once. A search of $F$ on a fine grid of $q$ places the global minimum on the transfer curve between these edges.

The size of the jump can be understood by adding a convex term $aq^2$ to the expansion. The tie then requires $s-ZKq^{1/3}+aq=0$ and, from its derivative, $a=\frac13ZKq^{-2/3}$. Eliminating $a$ gives
$$s=\tfrac23ZKq_0^{1/3},\qquad q_0=\left(\frac{ZK}{3a}\right)^{3/2}.$$
At the lower edge $s=0.2433-0.630^2/2=0.045$, while the right side of the first relation is $0.043$. The small difference reflects the omitted powers of $q$.

## Comparison

**Estimate and solution in the LDA.** Scaling gave $0.54$. Relaxed exponents and the full dependence on $Z$ together bring this to $0.595$, and comparing energies instead of end slopes raises it to $0.730$. The estimate has the right origin and order, but it misses the jumps, because a slope at an end point cannot detect a lower minimum at finite $q$.

**Better site energies.** The single exponent can be replaced by a self-consistent radial orbital, expanded here in twelve exponential–Laguerre functions. The exchange-only width becomes $0.723$. Adding Perdew–Wang correlation gives the full LDA result at $R\to\infty$:
$$Z_-=0.648,\qquad Z_+=1.347,\qquad W=0.699,$$
with jumps of $0.065$ and $0.066$. Neither the orbital shape nor correlation removes the smearing.

**The symmetric case.** At $Z=1$ and $R\to\infty$, the exact energy is $-0.5$ hartree for any division of the electron. In the closed model a half-filled site has
$$\zeta=1-0.15625+0.2680\times0.7937=1.0565 .$$
Two such sites have energy $-\frac12\zeta^2=-0.5581$ hartree, against $-0.4565$ hartree for one full site, a false gain of $0.102$ hartree. The full LDA gives $-0.5787$ and $-0.4787$ hartree, a gain of $0.100$ hartree, or $2.72$ eV. Most of this gain comes from the half-filled sites lying too low, by $0.079$ hartree relative to the exact energy; the full site lies $0.021$ hartree too high.

**Exact width at finite distance.** Diagonalizing the two-centre Hamiltonian in spheroidal coordinates, and taking $q$ as the weight in the half-space nearer B, gives:

| $R$ (bohr) | $\Delta$ (hartree) | exact quarter width | two-level formula |
|---|---|---|---|
| 6 | 0.02133 | 0.0306 | 0.0295 |
| 8 | 0.00396 | 0.00528 | 0.00523 |
| 10 | 0.000678 | 0.000872 | 0.000869 |

From 8 to 10 bohr $\Delta$ falls by a factor $5.85$; the estimate $Re^{-R}$ predicts $0.8\,e^2=5.91$. The two-level formula, which neglects both the overlap and the polarization of the site states, falls below the exact width by 3.3%, 0.9% and 0.2% of that width at 6, 8 and 10 bohr.

**LDA at the same distance.** At $R=10$ bohr the separated-site energy, with full LDA site terms, gives a fractional region from $0.730$ to $1.288$, a width of $0.558$. Its quarter width is $0.377$, about 430 times the exact one. At infinite distance the LDA quarter width is $0.441$.

The narrowing follows from $q(Z-q)/R$. This term lowers the curvature of $F$ by $2/R=0.2$ and the response of its slope to $Z$ by $1/R=0.1$. In the closed model at $q=1/2$ that response is $\zeta-b=1.056-0.085=0.971$. Using this value for the full LDA as well is an approximation. The infinite-distance quarter width corresponds to a mean slope $dZ/dq\approx0.4414/0.5=0.883$ between the quarter points, hence to a mean curvature of about $0.883\times0.971\approx0.86$. At 10 bohr the estimated quarter width is
$$0.5\times\frac{0.86-0.2}{0.97-0.1}\approx0.38 ,$$
close to the computed $0.377$.
The lower curvature also reduces $a$, which in the expression for $q_0$ means larger jumps. In the separated-site energy the values are $0.098$ and $0.088$.

**Range of validity.** The separated-site energy neglects overlap and the polarization of each cloud, whose energy falls as $R^{-4}$. At 10 bohr overlap matters little well inside the fractional region. For $Z=1.1$, minimizing the full two-centre LDA energy over one orbital built from eight s-type Gaussians on each nucleus gives $q=0.629$, as does the separated-site energy. This basis hardly describes polarization. Adding p functions leaves $q=0.629$ and changes the quarter width from $0.377$ to $0.376$. The edges are more sensitive, because the competing minima there differ by only a few $10^{-4}$ hartree. In the full two-centre LDA with s and p functions both jumps survive and the upper edge stays near $1.288$, but the lower edge moves from $0.730$ to about $0.727$, and the jump there runs from $q\approx0.001$ to about $0.09$. At short distances the clouds merge, and the value of $q$ depends on how the density is divided between the sites.

The contrast at large distance comes from the shape of the energy between integer charges. The exact energy is straight, so the electron sits wholly on one nucleus unless the line is level. The LDA energy is convex over most of the range, which favours division, and concave near an empty site, which makes the division begin and end with a jump.
